# Green function and T-matrix of a Kleinman-Bylander pseudopotential

## 1. What dimensions and symmetry fix

Take one angular-momentum channel with a local Hamiltonian $H_L$, the kinetic energy (with its centrifugal part) plus a local potential $V_L$. Add a separable term of rank one:

$$H=H_L+|\chi\rangle\lambda\langle\chi|,\qquad \langle\chi|\chi\rangle=1,\qquad \lambda\equiv E_{KB}.$$

The strength $\lambda$ is real, finite and nonzero, and has the dimension of energy. The Green functions are $G_L(z)=(z-H_L)^{-1}$ and $G(z)=(z-H)^{-1}$.

If $\lambda$ is small, $G$ can be expanded in powers of the added term. Each correction begins with $G_L|\chi\rangle$ and ends with $\langle\chi|G_L$. Between these ends stand only factors of $\lambda$ and of

$$g(z)=\langle\chi|G_L(z)|\chi\rangle .$$

The correction is therefore $G_L|\chi\rangle\tau\langle\chi|G_L$, with a scalar $\tau$ built from $\lambda$ and $g$. Since $\tau$ and $\lambda$ are energies and $g$ is an inverse energy,

$$\tau=\lambda f(\lambda g),$$

where $f$ is a dimensionless function, the same for every $H_L$ and $\chi$.

Symmetry restricts $g$ as well. Changing the phase of $\chi$ leaves $|\chi\rangle\langle\chi|$ unchanged, and the phase of each local eigenstate $|n\rangle$ is arbitrary. The overlaps $c_n=\langle n|\chi\rangle$ can thus enter only as $|c_n|^2$. Inserting the complete set of local states, with energies $e_n$, gives

$$g(z)=\sum_n\frac{|c_n|^2}{z-e_n}.$$

For an infinite system the sum includes an integral over the continuum. Completeness and normalization require $\sum_n|c_n|^2=1$ in the same sense.

## 2. One level, then two

Because $f$ is universal, one solvable case determines it. Let $H_L$ have a single level $e_0$, with $|\chi\rangle=|0\rangle$. Then $g=1/(z-e_0)$, and the full Green function is

$$\frac{1}{z-e_0-\lambda}=\frac{1}{1/g-\lambda}=\frac{g}{1-\lambda g}.$$

It must equal $g+g^2\tau$. Therefore

$$\tau=\frac{1}{g^2}\left[\frac{g}{1-\lambda g}-g\right]
=\frac{1}{g^2}\,\frac{\lambda g^2}{1-\lambda g}
=\frac{\lambda}{1-\lambda g},$$

so $f(x)=1/(1-x)$. The pole lies at $\lambda g=1$, or $E=e_0+\lambda$, as it should.

With two levels and real $c_0,c_1$, the matrix of $H$ has the characteristic equation

$$(E-e_0-\lambda c_0^2)(E-e_1-\lambda c_1^2)-\lambda^2c_0^2c_1^2=0.$$

The terms in $\lambda^2$ cancel, which leaves

$$(E-e_0)(E-e_1)-\lambda c_0^2(E-e_1)-\lambda c_1^2(E-e_0)=0.$$

If $E$ differs from $e_0$ and $e_1$, division by $(E-e_0)(E-e_1)$ gives

$$1=\lambda\left[\frac{c_0^2}{E-e_0}+\frac{c_1^2}{E-e_1}\right].$$

The limit $c_1\to0$, $c_0^2\to1$ shows what the division costs. The undivided equation becomes $(E-e_1)(E-e_0-\lambda)=0$, with roots $e_1$ and $e_0+\lambda$. The divided one keeps only $e_0+\lambda$. A level that does not overlap with $\chi$ is still a level of $H$, but the sum cannot show it.

## 3. The general Green function

The expansion that suggested the form needs small $\lambda$; the result does not. From $z-H_L=(z-H)+|\chi\rangle\lambda\langle\chi|$, multiplication by $G_L$ on the left and $G$ on the right gives

$$G=G_L+G_L|\chi\rangle\lambda\langle\chi|G.$$

The unknown on the right is the single row $\langle\chi|G$. Project with $\langle\chi|$:

$$\langle\chi|G=\langle\chi|G_L+g\lambda\langle\chi|G
\quad\Rightarrow\quad
\langle\chi|G=\frac{\langle\chi|G_L}{1-\lambda g}.$$

Substitution gives the Sherman-Morrison formula for this problem:

$$\boxed{G=G_L+G_L|\chi\rangle\tau\langle\chi|G_L,\qquad
\tau(z)=\frac{1}{1/E_{KB}-g(z)}}$$

Multiplication confirms it:

$$(z-H)G=1+|\chi\rangle\left[\tau-\lambda-\lambda g\tau\right]\langle\chi|G_L=1,$$

since $\tau(1-\lambda g)=\lambda$. The product in the other order works in the same way.

The formula requires $z$ off the spectrum of $H_L$ and $1-\lambda g(z)\neq0$. For nonreal $z$ the second condition is automatic, because

$$\mathrm{Im}\,g(z)=-\mathrm{Im}\,z\sum_n\frac{|c_n|^2}{|z-e_n|^2}\neq0,$$

whereas $1/\lambda$ is real.

Two limits test the result. As $\lambda\to0$, $\tau\to\lambda$, which is first-order perturbation theory. As $|\lambda|\to\infty$ at fixed $z$ with $g\ne0$, $\tau\to-1/g$, and

$$G|\chi\rangle=G_L|\chi\rangle(1+\tau g)\to0.$$

An infinitely strong separable term removes $\chi$ from the space in which the particle moves.

## 4. Two T-matrices

The T-matrix depends on what is called unperturbed. Relative to $H_L$ it is defined by $G=G_L+G_LtG_L$, so

$$t(z)=|\chi\rangle\tau(z)\langle\chi|.$$

This operator describes repeated scattering by the separable term, with motion in $V_L$ between encounters.

Relative to free motion, let $G_0$ be the Green function of the kinetic energy and let $T_L$ belong to $V_L$ alone:

$$G_L=G_0+G_0T_LG_0.$$

Then

$$G_L|\chi\rangle=G_0(1+T_LG_0)|\chi\rangle,\qquad
\langle\chi|G_L=\langle\chi|(1+G_0T_L)G_0.$$

Inserting these in $G$ and comparing with $G=G_0+G_0TG_0$ yields

$$\boxed{T=T_L+(1+T_LG_0)|\chi\rangle\tau\langle\chi|(1+G_0T_L)}$$

The outer factors distort the incoming and outgoing waves. For $V_L=0$ they become unity, and $T=|\chi\rangle(1/\lambda-g_0)^{-1}\langle\chi|$ with $g_0=\langle\chi|G_0|\chi\rangle$. When $V_L\neq0$, $t$ alone is not the full T-matrix, and $g$ must contain $G_L$, not $G_0$.

For scattering at real energy I take $V_L$ to be short-ranged, as for a screened atom. A Coulomb tail would require Coulomb waves as the reference.

## 5. The eigenvalue condition

Let $E$ be real and outside the spectrum of $H_L$. If $H\psi=E\psi$, then

$$(E-H_L)|\psi\rangle=\lambda|\chi\rangle\langle\chi|\psi\rangle.$$

The overlap $\langle\chi|\psi\rangle$ cannot vanish, for then $\psi$ would be an eigenstate of $H_L$ at $E$. Apply $G_L(E)$, project on $\chi$ and divide by the overlap:

$$\boxed{1=E_{KB}\sum_n\frac{|c_n|^2}{E-e_n}}$$

Conversely, suppose that this holds and put $|\psi\rangle=G_L(E)|\chi\rangle$. This state is nonzero and normalizable, and

$$(E-H)|\psi\rangle=|\chi\rangle\,[1-\lambda g(E)]=0.$$

The condition is therefore necessary and sufficient off the local spectrum. For real overlaps $|c_n|^2$ is simply $c_n^2$. The squared norm is

$$\langle\psi|\psi\rangle=\sum_n\frac{|c_n|^2}{(E-e_n)^2}=-g'(E),$$

so the normalized state is $G_L(E)|\chi\rangle/\sqrt{-g'(E)}$. The same factor appears in the residue of $G$, because near the root $1/\lambda-g$ rises with slope $-g'(E)$.

Levels of $H_L$ need separate treatment. If $e_n$ is $d$-fold degenerate and coupled to $\chi$, its states can be rotated so that one of them, $|n\rangle$, carries the whole overlap $c_n$. The other $d-1$ are orthogonal to $\chi$ and remain eigenstates of $H$. No further one exists at $e_n$: projecting $(e_n-H_L)|\psi\rangle=\lambda|\chi\rangle\langle\chi|\psi\rangle$ on $\langle n|$ gives $0=\lambda c_n\langle\chi|\psi\rangle$, so $\psi$ would be a local eigenstate orthogonal to $\chi$. A wholly uncoupled level keeps all its states, and gains one more if $g(e_n)=1/\lambda$ happens to hold there.

For weak coupling, isolate one nondegenerate term:

$$E-e_n=\frac{\lambda|c_n|^2}{1-\lambda\sum_{m\ne n}|c_m|^2/(E-e_m)}.$$

Expansion gives

$$E=e_n+\lambda|c_n|^2+\lambda^2\sum_{m\ne n}\frac{|c_n|^2|c_m|^2}{e_n-e_m}+O(\lambda^3),$$

the usual perturbation series through second order.

## 6. Why $E_{KB}$ has its particular value

So far $\chi$ and $\lambda$ were arbitrary. In the Kleinman-Bylander construction a semilocal potential $V_s$ acts in the channel, $\delta V=V_s-V_L$, and a normalized bound reference state obeys

$$(H_L+\delta V)|\phi\rangle=E_{ref}|\phi\rangle.$$

The separable term is to act on $\phi$ as $\delta V$ does. Choose

$$|\chi\rangle=\frac{\delta V|\phi\rangle}{\|\delta V\phi\|},\qquad
E_{KB}=\frac{\langle\phi|\delta V^2|\phi\rangle}{\langle\phi|\delta V|\phi\rangle}.$$

Then

$$|\chi\rangle E_{KB}\langle\chi|\phi\rangle
=\delta V|\phi\rangle\,
\frac{E_{KB}\langle\phi|\delta V|\phi\rangle}{\langle\phi|\delta V^2|\phi\rangle}
=\delta V|\phi\rangle.$$

Thus $\phi$ is an eigenstate of $H$ at $E_{ref}$. The secular sum says the same. For $E_{ref}$ off the local spectrum, $(E_{ref}-H_L)|\phi\rangle=\delta V|\phi\rangle$ implies $G_L(E_{ref})\delta V|\phi\rangle=|\phi\rangle$, so

$$g(E_{ref})=\frac{\langle\phi|\delta V|\phi\rangle}{\langle\phi|\delta V^2|\phi\rangle}=\frac{1}{E_{KB}}.$$

The construction fails if $\langle\phi|\delta V|\phi\rangle=0$ while $\delta V\phi\neq0$, for then $E_{KB}$ is infinite. Away from the reference state, agreement with $V_s$ is not guaranteed.

## 7. Counting roots and finding ghosts

Suppose the local levels in question are discrete, nondegenerate and coupled. Since $g'(E)<0$ between poles, $g$ falls from $+\infty$ just above one level to $-\infty$ just below the next. It takes the value $1/\lambda$ once in each gap. Below $e_0$ it falls from $0$ to $-\infty$, so a root exists there if $\lambda<0$ and none if $\lambda>0$.

Let $N_L$ local levels lie below $E_{ref}$. The number of levels of $H$ below $E_{ref}$ is

$$N_{below}=\begin{cases}N_L-1,&E_{KB}>0,\\ N_L,&E_{KB}<0.\end{cases}$$

For $E_{KB}>0$, $E_{ref}$ is itself the root in the gap above the last of the $N_L$ levels, and only the $N_L-1$ lower gaps contribute. For $E_{KB}<0$ the root below $e_0$ is added. If $\phi$ is the lowest semilocal state, every level counted here is a ghost: the semilocal problem has no counterpart to it.

The gap between the highest bound local level and an infinite-volume continuum is different. There $g$ falls from $+\infty$ to its limit at threshold, which need not be $-\infty$ and may even be positive. A root lies in that gap only if this limit is below $1/E_{KB}$, so it is not assured for either sign of $E_{KB}$. For example, if $\chi$ is the bound state itself, with level $e<0$, the root $e+E_{KB}$ leaves the gap once $E_{KB}>|e|$.

## 8. A model with three local potentials

Use Hartree atomic units, the $s$ channel and reduced radial functions. The semilocal potential is $-2e^{-(r/2)^2}$ hartree, with $r$ in bohr. The local potential has the same shape and depth $D$ = 1, 3 or 8 hartree. These are model parameters, not those of an element. The Hamiltonians were diagonalized on a sine grid of 299 points, spaced by 0.1 bohr, in a sphere of radius $R=30$ bohr with a hard wall. The semilocal potential has one bound level, $E_{ref}=-0.7490$ hartree ($-20.38$ eV).

Here $\delta V=(D-2)e^{-(r/2)^2}$, so $E_{KB}$ is proportional to $D-2$, and $\chi$ is the same for all three depths apart from its sign. Energies are in hartree:

| $D$ | $E_{KB}$ | Bound $e_n$ | Bound levels of $H$ |
|---|---|---|---|
| 1 | −0.7067 | −0.1960 | −0.7490 |
| 3 | 0.7067 | −1.4088, −0.0980 | −0.7490, −0.0665 |
| 8 | 4.2399 | −5.2410, −2.2717, −0.3539 | −2.5352, −0.7490, −0.3429 |

For $D=1$, $N_L=0$ and $E_{KB}<0$, so no ghost lies below the reference. For $D=3$, $N_L=1$ and $E_{KB}>0$, so the number is $1-1=0$. For $D=8$ it is $2-1=1$: the ghost at $-2.535$ hartree, far below the intended ground state.

The table also shows a second defect. For $D=3$ and $D=8$, $H$ has a bound level above $E_{ref}$, although the semilocal potential binds one state only. The count below $E_{ref}$ does not detect such a level. Absence of a lower ghost is therefore not agreement of the bound spectra.

For $D=3$ the secular sum at $E_{ref}$ can be followed term by term. The bound weights are $c_0^2=0.96432$ and $c_1^2=0.02321$, which give

$$\frac{0.96432}{-0.74900+1.40880}=1.4615,\qquad
\frac{0.02321}{-0.74900+0.09804}=-0.0357$$

in inverse hartree. The positive-energy states of the sphere contribute $-0.0108$. With one more digit in each term, the total is

$$1.46153-0.03565-0.01076=1.41512=\frac{1}{0.706655}$$

to the digits kept.

Without the positive-energy states the root moves to $-0.7442$ hartree, which is 0.0048 hartree above $E_{ref}$. The direction follows from the signs: omitting negative terms raises $g$, and a decreasing function then reaches $1/E_{KB}$ at a higher energy. To first order the shift is the omitted magnitude divided by the slope of the retained sum,

$$\frac{0.01076}{0.96432/(0.65980)^2+0.02321/(0.65096)^2}\approx0.0047\ \text{hartree}.$$

The continuum thus matters even for a bound level.

At the complex energy $z=-0.4+0.3i$ hartree, the same model gives $g=0.8262-0.3055i$ inverse hartree. Hence

$$\tau=\frac{1}{1.4151-0.8262+0.3055i}=1.338-0.694i\ \text{hartree}.$$

## 9. Positive energies

In infinite volume, approach the continuum from above, $z=E+i0$. Let $\psi_E$ be the local scattering state normalized to $\delta(E-E')$, and put $c_E=\langle\psi_E|\chi\rangle$. The identity $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$ gives

$$\mathrm{Im}\,g=-\pi|c_E|^2.$$

Define $\mathcal D=1/E_{KB}-g$, so that $\tau=1/\mathcal D$ and $\mathrm{Im}\,\mathcal D=\pi|c_E|^2$.

To obtain the phase shift, stay with the $s$ channel and atomic units, and let $u$ be the regular local solution with $u\to\sin\theta$, where $\theta=kr+\delta_L$ and $k=\sqrt{2E}$. Let $h\to e^{i\theta}$ be the outgoing solution. Outside the source, $G_L(r,r')=A\,u(r_<)h(r_>)$. The kinetic energy $-\tfrac12d^2/dr^2$ makes the slope of $G_L$ jump by 2 at $r=r'$, so $A(uh'-u'h)=2$. Evaluated at large $r$, the bracket is

$$e^{i\theta}(ik\sin\theta-k\cos\theta)=-k,$$

and $A=-2/k$. Energy normalization means $\psi_E=\sqrt{2/(\pi k)}\,u$, hence $(2/k)|\langle\chi|u\rangle|^2=\pi|c_E|^2$.

The full scattering wave is $u+G_L|\chi\rangle\tau\langle\chi|u\rangle$. At large $r$ it becomes

$$\sin\theta-\pi|c_E|^2\tau e^{i\theta}
=\frac{1}{2i}\left[(1-2\pi i|c_E|^2\tau)e^{i\theta}-e^{-i\theta}\right].$$

The coefficient of the outgoing wave is the extra scattering factor:

$$e^{2i\delta_{sep}}=1-\frac{2i\,\mathrm{Im}\,\mathcal D}{\mathcal D}
=\frac{\mathcal D^*}{\mathcal D},\qquad
\delta_{sep}=-\arg\mathcal D\quad(\text{mod }\pi).$$

For $\mathcal D\neq0$ it has unit modulus, so flux is conserved. The exception is an energy at which $c_E=0$ and $\mathrm{Re}\,g=1/E_{KB}$ hold together: there $\mathcal D=0$, $\arg\mathcal D$ is undefined, and $H$ has a normalizable state embedded in the continuum. The total phase shift is $\delta_L+\delta_{sep}$. For weak coupling $\delta_{sep}\approx-\pi E_{KB}|c_E|^2$ modulo $\pi$: a repulsive term lowers the phase.

The sphere offers a separate route to the phase. At $R$ the potentials are negligible, and the wall requires $\sin(kR+\delta)=0$, or $\delta=-kR$ modulo $\pi$. For $D=3$ one level of the full $H$ lies at $E=0.11648$ hartree, where $k=0.482653$ inverse bohr. This gives $\delta=1.2284$ rad.

At the same energy, numerical integration of the local radial equation with an outgoing boundary condition gives $\delta_L=1.3112$ rad modulo $\pi$ and $g=0.7177-0.0579i$ inverse hartree. Then

$$\delta_{sep}=-\arctan\frac{0.0579}{1.4151-0.7177}=-0.0828\ \text{rad},$$

and $1.3112-0.0828=1.2284$ rad, in agreement with the box level. Both routes give the phase of $H$, so the agreement does not show that $H$ scatters like $V_s$: the semilocal phase at this energy is about 0.10 rad modulo $\pi$.

The weak-coupling estimate would be $-0.7067\times0.0579=-0.041$ rad, about half the actual value. The missing factor is $1/(1-E_{KB}\,\mathrm{Re}\,g)=1/0.493\approx2.0$. It comes from repeated scattering by the separable term, which the denominator of $\tau$ sums.

Numbers in the example were calculated in double precision.
